# Correlation Does Not Split into Same-Spin Parts as Exchange Does

Two electrons of opposite spin share a harmonic well. The Pauli principle puts no restriction on their relative position, but their Coulomb repulsion still makes them avoid each other. If the correlation energy were a sum of one term for the spin-up density and one for the spin-down density, as the exchange energy is, this avoidance would have to be assigned to two subsystems that hold one electron each. A single electron has nothing to avoid.

## The counter-example

Hartree atomic units are used throughout. For spin densities $n_\uparrow,n_\downarrow$ with sum $n$, let $F$ be the minimum of $\langle T+W\rangle$ over wavefunctions with these spin densities, where $W$ is the electron repulsion. Let $T_s$ be the minimum of $\langle T\rangle$ alone, assumed here to be reached by a determinant $\Phi$ (as it is in the examples below). With the Hartree energy $U=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, define

$$E_x=\langle\Phi|W|\Phi\rangle-U,\qquad E_c=F-T_s-U-E_x .$$

Since $\Phi$ is an allowed trial state for $F$, $E_c\le 0$.

**The exact state.** Take the well $\frac12\omega^2r^2$ with $\omega=\frac12$. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf s=\mathbf r_1-\mathbf r_2$, one has $r_1^2+r_2^2=2R^2+s^2/2$, and

$$H=\left[-\tfrac14\nabla_R^2+\tfrac14R^2\right]+\left[-\nabla_s^2+\tfrac1{16}s^2+\tfrac1s\right].$$

For the first bracket, $\nabla^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}$, so $e^{-R^2/2}$ has energy $\frac34$. For the second, write the s-wave state as $u(s)/s$ with $u=p\,e^{-s^2/8}$ and $p=s+s^2/2$. Differentiating twice,

$$u''=\left(p''-\tfrac s2p'-\tfrac14p+\tfrac{s^2}{16}p\right)e^{-s^2/8}.$$

The terms in $s^2p/16$ cancel against the well, which leaves

$$-u''+\left(\tfrac{s^2}{16}+\tfrac1s\right)u=\left(-p''+\tfrac s2p'+\tfrac p4+\tfrac ps\right)e^{-s^2/8}.$$

With $p''=1$ and $p'=1+s$, the bracket on the right is

$$-1+\tfrac s2+\tfrac{s^2}2+\tfrac s4+\tfrac{s^2}8+1+\tfrac s2=\tfrac54\left(s+\tfrac{s^2}2\right)=\tfrac54p .$$

The relative energy is $\frac54$ and the total is $E=2$. The spatial function

$$\Psi\propto\left(1+\tfrac12r_{12}\right)e^{-(r_1^2+r_2^2)/4}$$

has no node, so it is the ground state. It is symmetric under exchange of positions, hence a spin singlet with $n_\uparrow=n_\downarrow=n/2$.

**Its density.** Integrate $|\Psi|^2$ over $\mathbf r_2=\mathbf r-\mathbf s$. The angular integral of $e^{-r_2^2/2}$ is elementary and gives

$$n(r)=C\,\frac{e^{-r^2/2}}{r}\int_0^\infty s\left(1+\tfrac s2\right)^2\left[e^{-(r-s)^2/2}-e^{-(r+s)^2/2}\right]ds,$$

with $C$ fixed by $\int n\,d^3r=2$.

**Its correlation energy.** Both electrons of $\Phi$ occupy $\varphi=\sqrt{n/2}$, so

$$T_s=2\cdot\tfrac12\int|\nabla\varphi|^2=\int\frac{|\nabla n|^2}{8n},\qquad \langle\Phi|W|\Phi\rangle=\iint\frac{\varphi^2\varphi'^2}{|\mathbf r-\mathbf r'|}=\frac U2,$$

and therefore $E_x=-U/2$. Because $\Psi$ is the ground state, $F=E-V_{\rm ext}$. Numerical integration gives $T_s=0.63525$, $V_{\rm ext}=0.88814$ and $U=1.03025$ Ha, so

$$E_c=2-0.63525-0.88814-(1.03025-0.51513)=-0.0385\ \text{Ha}.$$

**The one-spin parts.** Now keep $n_\uparrow=n/2$ and remove the other spin. One electron has $W=0$, so $F=T_s$ and $U+E_x=\langle\Phi|W|\Phi\rangle=0$. Hence

$$E_c[n_\uparrow,0]=E_c[0,n_\downarrow]=0,\qquad E_c[n_\uparrow,n_\downarrow]=-0.0385\ \text{Ha}.$$

The sum of same-spin parts misses the whole correlation energy.

## What is true of exchange

Assume that each orbital has a definite spin, up or down along one axis. The kinetic energy is then a sum over spins, and the two sets of orbitals can be minimized separately. The spin-up orbitals of $\Phi$ therefore depend on $n_\uparrow$ alone. (If the minimizing determinant is degenerate, the same choice must be made throughout.) For a determinant,

$$E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

where $\gamma_\sigma$ is the density matrix of the spin-$\sigma$ orbitals. There is no mixed term, because orbitals of opposite spin are orthogonal in spin space. It follows that

$$E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow].$$

Setting both spin densities equal to $n_\sigma$ gives $E_x[n_\sigma,n_\sigma]=2E_x[n_\sigma,0]$. This is the doubling rule: $E_x[n_\sigma,0]$ is half the exchange energy of the unpolarized density $2n_\sigma$.

Both proofs use a determinant. The interacting wavefunction is not one, and $W$ couples electrons whatever their spins.

## The Stoll partition

An exact decomposition of correlation by spin must keep a remainder. The Stoll partition is one way to define it:

$$E_c^{\sigma\sigma}=E_c\text{ of }n_\sigma\text{ alone},\qquad E_c^{\uparrow\downarrow}=E_c[n_\uparrow,n_\downarrow]-E_c[n_\uparrow,0]-E_c[0,n_\downarrow].$$

This is a definition by removal of one species. $E_c^{\uparrow\uparrow}$ is the correlation energy of the up electrons when the down electrons are absent. It is not the contribution of up–up pairs inside the full system, where the down electrons also screen the interaction.

The uniform gas shows the size of the remainder. Let $\varepsilon_c(r_s,\zeta)$ be the correlation energy per electron, with $n=3/(4\pi r_s^3)$ and $\zeta=(n_\uparrow-n_\downarrow)/n$. The numerical values below use the PW92 parametrization. At $r_s=2$ with 75% of the spins up, the exchange energy is $-242.13$ mHa per electron, whether computed for the full gas or as the sum of the one-spin gases. The correlation energy is $-40.74$ mHa, but the one-spin gases sum to $-22.04$ mHa.

The doubling rule fails as well. For a fully polarized gas it would replace $\varepsilon_c(r_s,1)$ by $\varepsilon_c(2^{-1/3}r_s,0)$, since the doubled density has a smaller radius. At $r_s=2$ this gives $-49.5$ mHa instead of $-23.9$ mHa. In an unpolarized system the rule reduces to $E_c=\frac12E_c+\frac12E_c$, so agreement there proves nothing.

**The opposite-spin share.** In the unpolarized gas each spin alone has density $n/2$, hence radius $2^{1/3}r_s$. The two one-spin gases have energy per volume $2\cdot\frac n2\,\varepsilon_c(2^{1/3}r_s,1)$. Dividing by $n\,\varepsilon_c(r_s,0)$ gives the same-spin share, and the opposite-spin share is

$$P(r_s)=1-\frac{\varepsilon_c(2^{1/3}r_s,1)}{\varepsilon_c(r_s,0)}.$$

At $r_s=2$ the one-spin radius is $2.520$, and

$$P=1-\frac{21.58}{44.76}=0.518,$$

so the opposite-spin part is $-44.76+21.58=-23.18$ mHa per electron. Over a wide range of density PW92 gives:

| $r_s$ (bohr) | $P$ (%) |
|---|---|
| $10^{-6}$ | 50.3 |
| 0.1 | 51.0 |
| 1 | 51.6 |
| 5 | 51.6 |
| 20 | 49.7 |
| 100 | 46.1 |
| $10^4$ | 40.7 |

In PW92 the share has a shallow maximum of 51.8% near $r_s=2.6$ and drops below one half at $r_s\approx17$. The position of so flat a maximum depends on the fit (the VWN parametrization puts it near $r_s=1.4$, the Perdew–Zunger one near $2.8$), while all three cross one half between $r_s=16$ and $18$. Other parametrizations place the crossing elsewhere (near $r_s=2.4$ for Chachiyo's, $12.5$ for the PW92 form fitted to Ortiz–Ballone data, $55$ for KSDT), so its position is not firmly fixed. In this partition the opposite-spin remainder thus carries about half at high density, slightly more over a range of intermediate density whose extent depends on the fit, and less than half at low density; a partition by spin pairs inside the full system need not give the same shares. The two limits can be derived.

## High density: why one half

Consider $g=1$ or $2$ spin channels with the same Fermi wave number $k_F$. As $r_s\to0$ the leading correlation energy is a logarithm produced by density fluctuations of long wavelength, which the ring approximation describes. Let $\chi_0<0$ be the noninteracting density response at imaginary frequency $i\omega$, $v_q=4\pi/q^2$ and $y=-v_q\chi_0$. At coupling strength $\lambda$ the ring response is $\chi_\lambda=\chi_0/(1-\lambda v_q\chi_0)$. The fluctuation–dissipation theorem turns the interaction energy into an integral of $-\frac12v_q(\chi_\lambda-\chi_0)$, and integrating over $\lambda$ supplies the kinetic part:

$$\frac{E_c}{V}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\int_0^1\!d\lambda\left[\frac{y}{1+\lambda y}-y\right]
=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,[\ln(1+y)-y].$$

For $q\ll k_F$ the excitations lie at the Fermi surface, whose density of states per spin is $k_F/2\pi^2$. An electron moving at angle cosine $\mu$ to $\mathbf q$ has excitation energy $qk_F\mu$. With $\omega=qk_Fu$,

$$-\chi_0=\frac{gk_F}{2\pi^2}R(u),\qquad R(u)=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+u^2},\qquad y=\frac{2gk_F}{\pi q^2}R(u).$$

For $\sqrt{k_F}\ll q\ll k_F$, $y$ is small and $\ln(1+y)-y\approx-y^2/2$. Inserting $d^3q=4\pi q^2dq$ and $d\omega=qk_F\,du$,

$$\frac{E_c}{V}\approx-\frac{g^2k_F^3}{4\pi^5}\,I\int\frac{dq}{q},\qquad I=\int_{-\infty}^{\infty}R^2\,du .$$

Screening cuts the integral off at $q\sim\sqrt{k_F}$, and the finite size of the Fermi sphere cuts it off at $q\sim k_F$. Thus $\int dq/q=\frac12\ln k_F+\text{const}=-\frac12\ln r_s+\text{const}$, because $k_F\propto1/r_s$. Here $r_s$ labels the full gas with this $k_F$.

The factor $g^2$ counts ordered pairs of spin channels. The full gas has four equal contributions, while each spin alone has one. The two one-spin gases therefore account for two of the four, and $P\to\frac12$. The second-order exchange term does not change this: it contains $v_q$ only once at small $q$, so it adds a constant and no logarithm.

The coefficient follows from $\int du\,[(\mu^2+u^2)(\nu^2+u^2)]^{-1}=\pi/[\mu\nu(\mu+\nu)]$:

$$I=\pi\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu
=\pi\int_0^1\left[\mu-\mu^2\ln\frac{1+\mu}{\mu}\right]d\mu=\frac{2\pi}3(1-\ln2).$$

Dividing the energy per volume by the density $gk_F^3/6\pi^2$ gives, per electron,

$$\frac{3gI}{4\pi^3}\ln r_s=g\,\frac{1-\ln2}{2\pi^2}\ln r_s .$$

The numerical check integrates the ring energy with the full Lindhard response and finds slopes of 15.55 and 31.09 mHa for one and two channels, in agreement with this formula.

The approach to one half is slow. The PW92 form is

$$\varepsilon_c=-2A(1+\alpha_1r_s)\ln\left[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\right],$$

with separate parameters for $\zeta=0$ and $\zeta=1$. At small $r_s$ it becomes $A\ln r_s+2A\ln(2A\beta_1)$. Let $A$ denote the unpolarized value; the polarized one is $A/2$. Then $\varepsilon_c(r_s,0)\approx A(\ln r_s-a_0)$ and $\varepsilon_c(2^{1/3}r_s,1)\approx\frac A2(\ln r_s-a_1)$, where $a_1$ absorbs the shift $\frac13\ln2$. Therefore

$$P\approx1-\frac12\,\frac{\ln r_s-a_1}{\ln r_s-a_0}=\frac12+\frac12\,\frac{a_0-a_1}{a_0-\ln r_s},$$

with the PW92 values $a_0=1.500$ and $a_1=1.416$. The ring energy plus second-order exchange gives $1.509$ and $1.425$, with the same difference $a_0-a_1\approx0.085$. The excess over one half is positive and dies only as $1/|\ln r_s|$.

## Low density: why less than one half

At large $r_s$ the logarithm in PW92 can be expanded, and $\varepsilon_c\to-\alpha_1/(\beta_4r_s)$. The coefficients are 0.43352 for $\zeta=0$ and 0.32868 for $\zeta=1$, so

$$P\to1-\frac{0.32868}{2^{1/3}\times0.43352}=0.398 .$$

A fit might be wrong in this limit, so an argument independent of it is needed. At low density repulsion dominates and the electrons localize far apart. Assume, as is physically expected, that the total energy then depends on the arrangement of their spins only beyond leading order in $1/r_s$. The total energy per electron is $-d/r_s$ with the same $d$ for every spin polarization, because kinetic contributions fall faster than $1/r_s$.

The exchange energy does depend on polarization. For one spin of the uniform gas, $\gamma_\sigma=3n_\sigma j_1(kr)/(kr)$ with $n_\sigma=k^3/6\pi^2$. Using $\int_0^\infty j_1^2(x)\,dx/x=\frac14$, the exchange energy per electron is

$$-\frac{1}{2n_\sigma}\int\frac{|\gamma_\sigma|^2}{r}\,d^3r=-\frac{18\pi n_\sigma}{k^2}\cdot\frac14=-\frac{3k}{4\pi}.$$

Write this as $-c_\zeta/r_s$. Full polarization at fixed $n$ doubles $n_\sigma$ and raises $k$ by $2^{1/3}$, so $c_1=2^{1/3}c_0$; the values are $c_0=0.45817$ and $c_1=0.57725$. Correlation is what remains, $\varepsilon_c\to-(d-c_\zeta)/r_s$, and

$$P\to1-\frac{d-c_1}{2^{1/3}(d-c_0)} .$$

Since $\frac{d}{dd}\frac{d-c_1}{d-c_0}=\frac{c_1-c_0}{(d-c_0)^2}>0$, this limit decreases as $d$ grows. A body-centred cubic crystal of localized electrons is a trial state, and its zero-point energy is of higher order in $1/\sqrt{r_s}$. The variational principle then gives $d\ge0.895929$, the crystal's electrostatic coefficient. Hence

$$\lim_{r_s\to\infty}P\le1-\frac{0.89593-0.57725}{2^{1/3}(0.89593-0.45817)}=0.422 .$$

PW92 does not meet these conditions: adding the exchange coefficients to its correlation coefficients gives $d=0.8917$ for $\zeta=0$, below the bound, and $d=0.9059$ for $\zeta=1$. Its limit $0.398$ and the table entry at $r_s=10^4$ are therefore extrapolations of the fit. At $r_s=10^4$ a bcc crystal of Gaussian orbitals lies lower in energy than unpolarized PW92 ($-0.8809/r_s$ against $-0.8775/r_s$) and gives $P\approx42.7\%$ instead of $40.7\%$. Under the assumption of a common $d$, the limiting share lies below one half whether or not this crystal is the true ground state, and it equals $0.422$ if it is. The reason is visible when $c_1=2^{1/3}c_0$ is used. Removing one spin leaves the exchange energy per electron at $-c_0/r_s$ and reduces the total energy only by the factor $2^{-1/3}$, to $-2^{-1/3}d/r_s$. The same-spin part is then $-(2^{-1/3}d-c_0)/r_s$, the opposite-spin part is $-(1-2^{-1/3})d/r_s$, and $P\to(1-2^{-1/3})\,d/(d-c_0)$, which is below one half whenever $d>c_0/(2^{2/3}-1)\approx0.78$.

## Using the partition with an approximate functional

Applied locally to the density of the two-electron well, PW92 gives $E_c=-0.0862$ Ha, of which $-0.0416$ Ha is same-spin. The exact same-spin part is zero, so this is pure self-correlation error. The remaining $-0.0446$ Ha lies closer to the exact $-0.0385$ Ha than the total does, though one system does not establish a general rule. The nearly equal division found in the uniform gas therefore cannot be assumed for a finite system: in the well, the exact opposite-spin share is 100%.

## Numbers as computed

```
EXCHANGE AND CORRELATION, rs = 2.0 bohr, 75% up / 25% down
exchange, full gas: -242.1314 mHa/electron
exchange, sum of one-spin gases: -242.1314 mHa/electron
correlation, full gas: -40.7396 mHa/electron
correlation, sum of one-spin gases: -22.0421 mHa/electron
FULLY POLARIZED GAS, rs = 2.0 bohr
PW92 correlation: -23.9095 mHa/electron
exchange-like doubling rule: -49.5426 mHa/electron
UNPOLARIZED WORKED EXAMPLE, rs = 2.0 bohr
density: 0.029842 bohr^-3
rs of one spin alone: 2.51984 bohr
total correlation: -44.7595 mHa/electron
both same-spin parts: -21.5825 mHa/electron
opposite-spin part: -23.1770 mHa/electron
opposite-spin share: 51.781 %
TABLE: rs (bohr); total, same, opposite (mHa/electron); share (%)
    1e-06  -476.17720  -236.77318  -239.40402   50.276
     0.01  -190.23363   -93.82306   -96.41056   50.680
      0.1  -120.87866   -59.22313   -61.65552   51.006
        1   -59.77368   -28.92088   -30.85280   51.616
        2   -44.75949   -21.58254   -23.17696   51.781
        5   -28.21623   -13.65060   -14.56563   51.621
       10   -18.57229    -9.11242    -9.45987   50.935
       20   -11.52999    -5.79637    -5.73362   49.728
       50    -5.69261    -2.97790    -2.71471   47.688
      100    -3.19099    -1.71925    -1.47175   46.122
    1e+04    -0.04195    -0.02488    -0.01706   40.679
maximum share: 51.799 % at rs = 2.573 bohr
share crosses one half at rs = 17.439 bohr
HIGH DENSITY
ring slope in ln(rs), one spin channel: 15.5452 mHa
ring slope in ln(rs), two spin channels: 31.0903 mHa
opposite share of ring logarithm: 50.000 %
PW92 constants a0, a1: 1.50023, 1.41562 (no unit)
LOW DENSITY (coefficients of -1/rs, hartree bohr)
PW92 correlation, unpolarized: 0.43352
PW92 correlation, polarized: 0.32868
exchange, unpolarized: 0.45817; polarized: 0.57725
bcc crystal total: 0.895929
PW92 limiting opposite share: 39.825 %
upper bound on share from crystal: 42.221 %
TWO ELECTRONS IN HARMONIC WELL, omega = 0.5 hartree
total energy from diagonalization: 2.00000 Ha
noninteracting kinetic energy: 0.63525 Ha
external energy: 0.88814 Ha
Hartree energy: 1.03025 Ha
exchange energy: -0.51513 Ha
exact correlation, all opposite-spin: -0.03851 Ha
PW92 total correlation: -0.08619 Ha
PW92 spurious same-spin part: -0.04158 Ha
```
